# Creep exponent of a thin-film domain wall from elastic-line roughness

A domain wall separates up and down magnetisation in a perpendicularly magnetised film of thickness $t$. A weak field favours one domain, but quenched disorder pins the wall, which advances by thermal activation. The problem is to find how the activation barrier depends on the field. Throughout, $B=\mu_0H$ is the drive, $M_s$ the saturation magnetisation, $A$ the exchange stiffness and $K$ the effective anisotropy, with the local demagnetising energy of the film already included. The sign $\sim$ means that factors of order one are dropped.

## (a) Reduce the wall to an elastic line and find its energy.

**Solution.** Let $\varphi(y)$ be the angle between magnetisation and film normal, turning from $0$ to $\pi$ across the wall. The wall energy per area is

$$\sigma=\int dy\,\left[A\varphi'^2+K\sin^2\varphi\right].$$

Completing the square gives

$$\sigma=\int dy\left(\sqrt A\,\varphi'-\sqrt K\sin\varphi\right)^2+2\sqrt{AK}\int_0^\pi\sin\varphi\,d\varphi .$$

The last integral is 2. The square vanishes for $\varphi'=\sin\varphi/\Delta$ with $\Delta=\sqrt{A/K}$, so the minimum is $\sigma=4\sqrt{AK}$.

If the wall position $u(x)$ is uniform through the thickness, the wall costs $\varepsilon=\sigma t$ per unit length. Its length element is $\sqrt{1+u'^2}\,dx\simeq(1+u'^2/2)\,dx$ for small slope. Reversing a volume from antiparallel to parallel changes its Zeeman energy density from $+M_sB$ to $-M_sB$, a gain of $2M_sB$. Apart from a constant,

$$E[u]=\int dx\left[\frac{\varepsilon}{2}u'^2+V(x,u)-2M_sBt\,u\right].$$

The disorder energy per length $V$ has zero mean and short-range correlations in both $x$ and $u$. This is random-bond disorder: it changes the local wall energy without favouring either domain. The line description requires $t$ to be much smaller than the shortest length on which the wall bends to accommodate disorder. Long-range dipolar forces are neglected here and sized in part (f).

## (b) Why does the unforced line have roughness exponent two thirds, and how does its energy fluctuate?

**Solution.** Set $B=0$ and write $\Theta=k_BT$. Let $Z(x,u)$ be the partition function of a line that starts at the origin and ends at $(x,u)$. Adding a slice $\delta x$ convolves $Z$ with a Gaussian of variance $\Theta\,\delta x/\varepsilon$ and multiplies it by $e^{-V\delta x/\Theta}$. To first order in $\delta x$,

$$\partial_xZ=\frac{\Theta}{2\varepsilon}\partial_u^2Z-\frac{V}{\Theta}Z .$$

Now put $F=-\Theta\ln Z$. Then $\partial_uZ=-Z\,\partial_uF/\Theta$, and a second derivative gives $\partial_u^2Z=Z[(\partial_uF)^2/\Theta^2-\partial_u^2F/\Theta]$. Since $\partial_xF=-\Theta\,\partial_xZ/Z$,

$$\partial_xF=\frac{\Theta}{2\varepsilon}\partial_u^2F-\frac{1}{2\varepsilon}(\partial_uF)^2+V .$$

Take $\langle VV'\rangle=\Gamma\,\delta(x-x')\,\delta(u-u')$. Without the quadratic term, a Fourier mode decays at rate $\nu q^2$, with $\nu=\Theta/2\varepsilon$, and is driven by noise of strength $\Gamma$. Its stationary spectrum is $\Gamma/(2\nu q^2)$. The slope $s=\partial_uF$ then has the flat spectrum $\Gamma/2\nu$: slopes at different $u$ are independent Gaussian variables.

The quadratic term preserves this distribution. To see this, put the slopes on a ring with unit spacing and write that term as

$$\dot s_i=-\frac{N_i-N_{i-1}}{2\varepsilon},\qquad N_i=\frac{s_i^2+s_is_{i+1}+s_{i+1}^2}{3},$$

where the dot denotes $d/dx$. For smooth slopes $N_i\to s^2$, as required. With $G_i=s_is_{i+1}(s_i+s_{i+1})$,

$$s_i(N_i-N_{i-1})=\frac{G_i-G_{i-1}}{3},\qquad \frac{\partial(N_i-N_{i-1})}{\partial s_i}=\frac{s_{i+1}-s_{i-1}}{3}.$$

Both expressions sum to zero around the ring. The flow therefore conserves $\sum s_i^2$, on which the Gaussian weight depends, and it conserves volume in slope space. The Gaussian remains stationary, and $F$ is a random walk in $u$:

$$\langle[F(u)-F(u')]^2\rangle=\frac{\Gamma\varepsilon}{\Theta}|u-u'| .$$

A line of length $L$ whose end is displaced by $w$ also pays an elastic cost. Write $u(x)=\tilde u(x)+wx/L$ with $\tilde u(0)=\tilde u(L)=0$. The cross term $(\varepsilon w/L)\int\tilde u'\,dx$ vanishes, which leaves $\varepsilon w^2/2L$. The sheared disorder has the same statistics as before. Hence $F=\varepsilon w^2/2L$ plus a random part whose statistics do not depend on $w$. Assuming that this part has reached the stationary random-walk form on the scale $w$, the best end point balances

$$\frac{\varepsilon w^2}{2L}\sim\left(\frac{\Gamma\varepsilon w}{\Theta}\right)^{1/2}\quad\Rightarrow\quad w\sim\left(\frac{\Gamma}{\varepsilon\Theta}\right)^{1/3}L^{2/3}.$$

Thus $u\sim L^\zeta$ with $\zeta=2/3$. The energy fluctuation has the size of the elastic term:

$$\delta E\sim\frac{\varepsilon u^2}{L}\sim L^{2\zeta-1}=L^{1/3}.$$

The amplitude above belongs to disorder that is uncorrelated in $u$. A finite disorder range changes the amplitude at low temperature; the exponents are taken to persist.

This can be examined at zero temperature on a lattice. Let the line take steps $-1,0,1$ at cost $\frac12(\text{step})^2$ through independent site energies drawn from a uniform distribution of unit variance, with both ends fixed at $u=0$ and no disorder on the middle column. The amplitudes below depend on this choice; Gaussian site energies of the same variance raise the energy spread by about a fifth. Building the cheapest line column by column gives the true ground state of each sample. For 1000 samples per length:

| $L$ | rms midpoint | rms area | energy spread |
|---|---|---|---|
| 128 | 8.11 | 634 | 4.11 |
| 256 | 11.95 | 1930 | 5.23 |
| 512 | 19.52 | 6212 | 6.25 |
| 1024 | 30.98 | 19804 | 8.11 |

Straight-line fits of the logarithms give exponents 0.65 for the midpoint, 1.66 for the signed area between line and chord, and 0.32 for the energy. The expected values are $2/3$, $1+\zeta=5/3$ and $1/3$.

## (c) How high are the barriers between low-energy configurations?

**Solution.** The fluctuation of minimum energies is not yet a barrier, because a barrier concerns the states in between. Consider a segment with fixed ends whose midpoint must advance from $u_1$ to $u_2$. It passes every intermediate position $u$, and at each one its energy is at least the constrained minimum $E_{\min}(u)$. Starting from energy $E_1$, it therefore faces

$$E_b\ge\max_{u_1\le u\le u_2}E_{\min}(u)-E_1 .$$

For an advance of order $L^{2/3}$, part (b) makes the right-hand side scale as $L^{1/3}$.

An upper estimate follows from moving the midpoint in small steps and letting the two halves readjust one after the other. If $E_b(L)$ denotes the typical barrier at length $L$,

$$E_b(L)\lesssim cL^{1/3}+E_b(L/2)\lesssim cL^{1/3}\left(1+2^{-1/3}+2^{-2/3}+\dots\right).$$

The geometric series converges, so the power remains $1/3$. The halves must readjust many times, and the hardest readjustment is harder than a typical one. If large barriers are exponentially rare, this adds powers of $\ln L$. The argument is not a proof. The premise used below is that barriers scale as $L^{1/3}$ up to logarithms.

In the lattice samples, the lower bound for an advance of $L^{2/3}/2$ rises on average from 9.7 at $L=128$ to 21.2 at $L=1024$. The fitted exponent is 0.38, somewhat above $1/3$. The averages at the four lengths also fit $aL^{1/3}+c$ with a negative offset $c\approx-1.9$, so a constant offset can account for the excess; that it comes from the lattice spacing is a conjecture. The data support growing barriers without fixing their exponent precisely.

## (d) Find the length, energy and field at which pinning begins.

**Solution.** Let grains of size $\xi$ have a relative rms spread $s$ in wall energy. A straight segment crosses $L/\xi$ grains, each contributing a random energy $s\sigma t\xi$. Independent contributions add in quadrature:

$$E_{\rm random}=s\sigma t\xi\sqrt{L/\xi}=s\varepsilon\sqrt{\xi L}.$$

To find new disorder the segment must move by about $\xi$, at elastic cost $\varepsilon\xi^2/L$. The two energies are equal at the pinning length $L_c$:

$$\frac{\varepsilon\xi^2}{L_c}=s\varepsilon\sqrt{\xi L_c}\quad\Rightarrow\quad L_c^{3/2}=\frac{\xi^{3/2}}{s}\quad\Rightarrow\quad L_c=\xi s^{-2/3}.$$

The corresponding energy is $U_c=\varepsilon\xi^2/L_c=\varepsilon\xi s^{2/3}$. Define $B_c$ as the field whose work over the area $\xi L_c$ equals $U_c$:

$$B_c=\frac{U_c}{2M_st\,\xi L_c}=\frac{\sigma s^{4/3}}{2M_s\xi}.$$

This is the scale of the depinning field; its numerical factor is an estimate.

## (e) Derive the creep exponent.

**Solution.** For $L>L_c$ the displacement is $u=\xi(L/L_c)^{2/3}$. By part (c) the barrier without field is of order $\varepsilon u^2/L=U_c(L/L_c)^{1/3}$. The field does work $2M_sBt\,uL=U_c(B/B_c)(L/L_c)^{5/3}$. With $\ell=L/L_c$ and $h=B/B_c$, the energy of an advancing segment is

$$\frac{E(\ell)}{U_c}=\ell^{1/3}-h\,\ell^{5/3}.$$

Pinning dominates for short segments, which tend to fall back. The field dominates for long ones, which continue. The barrier is the maximum, where

$$\frac13\ell^{-2/3}=\frac53h\,\ell^{2/3}\quad\Rightarrow\quad \ell_*=(5h)^{-3/4}.$$

At this point $h\ell_*^{4/3}=1/5$, so the field term is one fifth of the pinning term:

$$E_*=U_c\,\ell_*^{1/3}\left(1-\tfrac15\right)=\frac45U_c\left(\frac{5B}{B_c}\right)^{-1/4}.$$

If activation over this typical barrier sets the velocity,

$$v=v_0\exp\left[-\frac{U_0}{k_BT}\left(\frac{B_c}{B}\right)^{1/4}\right],\qquad U_0=\frac{4U_c}{5^{5/4}} .$$

The creep exponent is $\mu=1/4$. It does not depend on the uncertain factors in $U_0$ and $B_c$. With $v_0$ held fixed, $d\ln v/d\ln B=E_*/(4k_BT)$. Since $E_*$ diverges as $B\to0$, the wall in an unbounded film has no linear response to a weak field.

The derivation requires $\ell_*>1$, or $B<B_c/5$. It also requires $E_*\gg k_BT$, and equilibrium roughness on lengths below $L_*=\ell_*L_c$.

For general roughness, put $a=2\zeta-1>0$ and $b=1+\zeta$. The maximum of $\ell^a-h\ell^b$ lies at $\ell_*^{\,b-a}=a/(bh)$ and has height $(1-a/b)\,\ell_*^{\,a}$. Therefore

$$\mu=\frac{a}{b-a}=\frac{2\zeta-1}{2-\zeta}.$$

Two other cases show what the roughness does:

- Averaging the disorder over a strip of width $u$ gives a random energy $\sqrt{\Gamma L/u}$. Balance with $\varepsilon u^2/L$ yields $\zeta=3/5$ and $\mu=1/7$. This crude estimate misses the random-walk energy landscape of part (b).
- Random fields favour one domain locally, so their energy grows as $\sqrt{Lu}$. The same balance gives $u\sim L$, hence $\zeta=1$ and $\mu=1$.

The lattice lines give a value that does not presuppose $\zeta$. Inserting the fitted energy and area exponents for $a$ and $b$ gives $\mu=0.24$. Fits to the three shorter and the three longer lengths give 0.225 and 0.232. With 1000 samples, each energy spread has a relative sampling error of about $1/\sqrt{2000}\approx2\%$. This makes $\mu$ uncertain by about 0.01 in the full fit and 0.02 in the shorter ones, so the data do not resolve a departure from $1/4$. The result still relies on the premise that barriers scale like energy fluctuations.

## (f) Apply the law to an ultrathin film and judge its limits.

**Solution.** Take rough typical values for the regime of ultrathin Pt/Co/Pt: $A=15$ pJ/m, $K=0.4$ MJ/m³, $M_s=1.0$ MA/m, $t=0.6$ nm and $T=300$ K. For the disorder take $\xi=15$ nm and $s=0.20$. Part (a) gives $\Delta=6.1$ nm, $\sigma=9.8$ mJ/m² and $\varepsilon=5.88$ pJ/m. With $s^{2/3}=0.342$,

$$L_c=\frac{15\ \text{nm}}{0.342}=43.9\ \text{nm},\qquad U_c=\varepsilon\,(15\ \text{nm})(0.342)=188\ \text{meV}.$$

This is $7.3\,k_BT$. The field scale is $B_c=38.2$ mT, so the creep formula is limited to fields below 7.6 mT. These values treat the wall as thin compared with a grain, an assumption examined below. At 1 mT, $5h=5/38.2=0.131$, and

$$L_*=43.9\,(0.131)^{-3/4}=202\ \text{nm},\qquad E_*=0.8\times188\,(0.131)^{-1/4}=250\ \text{meV}.$$

The hop length in the table is $u_*=\xi\ell_*^{2/3}$.

| $B$ (mT) | $L_*$ (nm) | $u_*$ (nm) | $E_*$ (meV) | $E_*/k_BT$ |
|---|---|---|---|---|
| 0.5 | 339 | 59 | 298 | 11.5 |
| 1 | 202 | 41 | 250 | 9.7 |
| 2 | 120 | 29 | 211 | 8.1 |
| 5 | 60 | 19 | 167 | 6.5 |

A tenfold field increase lowers the barrier by the factor $10^{1/4}=1.78$. With $v_0$ fixed, the velocity rises by $e^{11.52-6.48}=e^{5.04}$, about 150 times. This ratio is sensitive to the dropped factors of order one: a triangular bulge, with elastic cost $2\varepsilon u^2/L$ and area $uL/2$, raises every barrier by about 40%, gives a ratio near 1200 and moves the field limit from 7.6 to 12 mT. At 1 mT the local slope $d\ln v/d\ln B$ is $9.68/4=2.4$. At 5 mT the nucleus is just 1.4 times $L_c$, so that entry lies at the edge of the scaling regime.

The constant prefactor is the weakest approximation here. If $v_0$ is proportional to the hop length, it varies as $\ell_*^{2/3}\propto B^{-1/2}$. Between 0.5 and 5 mT this subtracts 1.15 from the logarithm of the velocity ratio and reduces the ratio to about 50. The power of $B$ in the barrier is unchanged, but a fit over a narrow field range can absorb the prefactor into an apparent exponent.

Dipolar forces also alter the line. The step in magnetisation is equivalent to a current $I=2M_st$ along the wall. At fixed magnetisation, its self-interaction lowers the energy per length by about

$$\frac{\mu_0I^2}{4\pi}\ln\frac{L_*}{\Delta}=\frac{\mu_0M_s^2t^2}{\pi}\ln\frac{L_*}{\Delta}.$$

At 0.5 mT this is 10% of $\varepsilon$. To find its effect, change the tension in part (d) at fixed random energy. Then $L_c\propto\varepsilon^{2/3}$, $U_c\propto\varepsilon^{1/3}$ and $B_c\propto\varepsilon^{-1/3}$, so $E_*\propto U_cB_c^{1/4}\propto\varepsilon^{1/4}$. For a bulge of half-wavelength $L_*$ the bending tension falls by 7 to 10%, no more than the straight-line value, so the barrier falls by about 2 to 2.5%.

The finite wall width matters more. The wall energy is spread over a profile $\mathrm{sech}^2(y/\Delta)$, whose full width at half height is $1.76\Delta=10.8$ nm, comparable with $\xi$. For square grains, averaging over this profile lowers the rms random energy by 22% and widens its correlation in $u$, measured at half height, from 15 to about 23 nm. Repeating part (d) with both changes gives $L_c\approx92$ nm and $B_c\approx13$ mT. The upper limit of the creep formula drops to about 2.7 mT, and the barrier at 1 mT falls by about 13%. The table therefore applies if $\xi$ and $s$ are read as effective values felt by the wall. If they describe the grains themselves, the 5 mT entry and the velocity ratio based on it lie outside the creep regime.

The remaining effects considered here are modest for these inputs. The slope at $L_c$ is 0.34, for which the quadratic elastic energy is 2.8% above the full length cost. Thermal wandering at $L_c$ has mean square of order $k_BTL_c/\varepsilon$, which is $k_BT/U_c=0.14$ of $\xi^2$. The ratio $t/L_c=0.014$ supports the line description.

Creep with $\ln v$ nearly linear in $B^{-1/4}$ has been observed in ultrathin Pt/Co/Pt films. The magnetic inputs above are ordinary for such films; $\xi$ and $s$ are much less certain. Part (e) gives $E_*\propto\xi^{3/4}s$ at fixed field and fixed magnetic parameters. Doubling $s$ would therefore double every barrier in the table and change the logarithm of the velocity ratio from 5 to 10. Absolute velocities cannot be predicted from these rough inputs, whereas the exponent does not contain them.

A patterned track breaks the assumption of an unbounded wall. Once $L_*$ exceeds the track width $W$, a longer nucleus is unavailable. The barrier is then of order $E_W=U_c(W/L_c)^{1/3}$, lowered for forward hops and raised for backward hops by the field work $Q\propto B$. If successive barriers are taken as equal, the difference of the two rates gives

$$v\propto e^{-E_W/k_BT}\sinh\frac{Q}{k_BT},$$

which is linear in $B$ for $Q\ll k_BT$. In a long track the barriers differ and the highest ones take most of the time, so the wall is slower than this typical-barrier estimate. Setting $L_*=W$ places the crossover at $B_W=(B_c/5)(L_c/W)^{4/3}$. For the present parameters, a track 339 nm wide leaves the creep law near 0.5 mT, up to a factor of order one from edge conditions. In the equal-barrier estimate, the linear law sets in only at lower fields, well below the 0.17 mT at which $Q$ is about $k_BT$. The derivation of the exponent $1/4$ thus covers fields between this finite-width limit and an upper limit of order $B_c/5$, whose numerical factor is only an estimate. Measured films follow the $B^{-1/4}$ form to fields approaching depinning, a range this scaling argument does not describe.

All numerical values are calculated from the stated model.
